\section*{Equality of spin and cyclotron splittings in the Wolff two-band model, part 2}

In the Wolff model a conduction Kramers doublet at $+\Delta$ is coupled to a valence doublet of opposite parity at $-\Delta$. Its spin and cyclotron splittings are equal for every field direction; the question here is what breaks this. A basis change in the valence doublet alone brings any coupling linear in $\boldsymbol\kappa$ and allowed by parity and time reversal to the form
\begin{equation}
H=\begin{pmatrix}\Delta&i\mathcal D\\-i\mathcal D&-\Delta\end{pmatrix}=\beta\Delta+\sum_\mu\alpha_\mu K_\mu,
\qquad \mathcal D=\boldsymbol\sigma\cdot\mathbf K,\quad \mathbf K=W\boldsymbol\kappa,\quad \alpha_\mu=-\tau_y\sigma_\mu .
\label{wolff}
\end{equation}
Here $W$ is a real $3\times3$ matrix, $\beta=\tau_z$, $\tau$ acts on the conduction--valence index and $\boldsymbol\sigma$ on the pseudospin. The mass tensor is $m$, with $m^{-1}=W^TW/(\Delta\hbar^2)$; $m_0$ is the free-electron mass.

The charge is $-e$, the field $\mathbf B=B\mathbf h$ with $|\mathbf h|=1$, $\boldsymbol\kappa=(\mathbf p+e\mathbf A)/\hbar$, $\ell^2=\hbar/eB$, $k=\mathbf h\cdot\boldsymbol\kappa$ and $m_h=\mathbf h\cdot m\,\mathbf h$. With $\mathbf b=\mathrm{cof}(W)\mathbf h/\ell^2$, $\mathrm{cof}(W)=\det W\,W^{-T}$, the conduction component $\phi$ obeys $(E^2-\Delta^2)\phi=\mathcal D^2\phi$, where
\begin{align}
\mathcal D^2&=K^2+\frac i2\,\epsilon_{\mu\nu\lambda}\sigma_\lambda[K_\mu,K_\nu]\nonumber\\
&=K^2+\frac i2(-i)\,\epsilon_{\mu\nu\lambda}\epsilon_{\mu\nu\rho}\,\sigma_\lambda b_\rho=K^2+\boldsymbol\sigma\cdot\mathbf b .
\label{square}
\end{align}
At $k=0$, $K^2$ has eigenvalues $|\mathbf b|(2n+1)$. The levels, with $\sigma=\pm1$ along $\hat{\mathbf b}$, are
\begin{equation}
|\mathbf b|=\Delta\,\hbar\omega_c,\qquad \omega_c=\frac{eB}{m_c},\qquad m_c=\sqrt{\frac{\det m}{m_h}} .
\label{mc}
\end{equation}
\begin{equation}
E_{n\sigma}(k)=\pm\left\{\Delta^2+2\Delta\left[\hbar\omega_c\,j+\frac{\hbar^2k^2}{2m_h}\right]\right\}^{1/2},\qquad j=n+\tfrac12+\tfrac\sigma2 .
\label{levels}
\end{equation}
$E_j$ denotes the conduction level with index $j$. The zero-field orbit area $S$ obeys
\begin{equation}
S=\frac{\pi(E^2-\Delta^2)m_c}{\Delta\hbar^2},\qquad \frac{\hbar^2}{2\pi}\frac{dS}{dE}=m_c\frac E\Delta,\qquad \frac{S(E_j)\,\ell^2}{2\pi}=j .
\label{area}
\end{equation}
For a matrix $A$ restricted to the plane normal to $\mathbf h$, $\det A_\perp=\det A\;\mathbf h\cdot A^{-1}\mathbf h$.

The ratio $M=(E_{0+}-E_{0-})/(E_{1-}-E_{0-})$ is exactly $1$ in this model. At $k=0$, with $x=\hbar\omega_c/\Delta$,
\begin{equation}
r=\frac{E_{0+}-E_{0-}}{E_{1+}-E_{0+}}=\frac{E_1-E_0}{E_2-E_1}=\frac{1-\frac12x+\frac12x^2}{1-\frac32x+\frac72x^2}+O(x^3)=1+x-\tfrac32x^2+O(x^3).
\label{ratio}
\end{equation}
At weak field $g=2m_0/m_c$, with $\mu_B=e\hbar/2m_0$. The spinless four-band model couples one band at $+\Delta$ to three at $-\Delta$ through $K_\mu$.

\subsection*{What breaks the equality}

\paragraph{A remote doublet.} Add a doublet at energy $E_r$ with the parity of the valence band. It couples to the conduction doublet and, by parity, not to the valence doublet. The rotation to Wolff form acted only on the partner doublet, so it can be repeated for the new one without touching the conduction basis, and the coupling is $i\mathcal D'$ with $\mathcal D'=\boldsymbol\sigma\cdot W'\boldsymbol\kappa$. Eliminating both partners (L\"owdin partitioning) gives, exactly within this six-state model,
\begin{equation}
(E-\Delta)\phi=\left[\frac{\mathcal D^2}{E+\Delta}+\frac{\mathcal D'^2}{E-E_r}\right]\phi .
\label{lowdin}
\end{equation}
To first order in $B$ put $E=\Delta$ in the denominators. With $\delta=\Delta-E_r$, $\mathbf b'=\mathrm{cof}(W')\mathbf h/\ell^2$ and \eqref{square} applied to each term,
\begin{equation}
E-\Delta=\tfrac12\boldsymbol\kappa\cdot\mathcal A\boldsymbol\kappa+\tfrac12\boldsymbol\sigma\cdot\mathbf s,\qquad
\mathcal A=\frac{W^TW}{\Delta}+\frac{2W'^TW'}{\delta},\qquad \mathbf s=\frac{\mathbf b}{\Delta}+\frac{2\mathbf b'}{\delta}.
\end{equation}
If $\mathcal A$ is positive definite, write $\mathcal A=L^TL$. The oscillator argument applied to $L\boldsymbol\kappa$ gives $\frac12|L\boldsymbol\kappa|^2\to\hbar\Omega(n+\frac12)$ at $k=0$, with $\hbar\Omega=|\mathrm{cof}(L)\mathbf h|/\ell^2=(\det\mathcal A\;\mathbf h\cdot\mathcal A^{-1}\mathbf h)^{1/2}/\ell^2$. The spin splitting is $|\mathbf s|$, so
\begin{equation}
M=\frac{|\mathbf s|\,\ell^2}{(\det\mathcal A\;\mathbf h\cdot\mathcal A^{-1}\mathbf h)^{1/2}}\qquad(B\to0).
\label{Mremote}
\end{equation}
The orbital part adds the matrices $W^TW$, in which the pseudospin orientation of each coupling has cancelled. The spin part adds the vectors $\mathbf b$, in which it has not. With one partner the orientation could be rotated away; with two, the relative orientation is physical.

A family that isolates this effect is $W'=c\,OW$ with $O$ a rotation. Then $W'^TW'=c^2W^TW$ and $\mathrm{cof}(W')=c^2\,O\,\mathrm{cof}(W)$, because $O^{-T}=O$, $\det O=1$ and the cofactor of a $3\times3$ matrix is quadratic in it. Let $\lambda=2c^2\Delta/|\delta|$ and let $\eta=\pm1$ be the sign of $\delta$, with $\lambda<1$ if $\eta=-1$. Then $\mathcal A=(1+\eta\lambda)W^TW/\Delta$, $\hbar\Omega=(1+\eta\lambda)|\mathbf b|/\Delta$, $\mathbf s=(\mathbf b+\eta\lambda O\mathbf b)/\Delta$, and
\begin{equation}
M=\frac{\sqrt{1+\lambda^2+2\eta\lambda\cos\gamma}}{1+\eta\lambda},\qquad \cos\gamma=\hat{\mathbf b}\cdot O\hat{\mathbf b}.
\label{Mfamily}
\end{equation}
The square of the numerator minus the square of the denominator is $2\eta\lambda(\cos\gamma-1)$, so in this family $M\le1$ for a band below ($\eta=+1$) and $M\ge1$ for a band above. The mass tensor keeps its shape, yet $M$ depends on the field direction through $\gamma$. For $O=1$ the right side of \eqref{lowdin} is a function of $\mathcal D^2$ alone, and the degeneracy survives at any field.

\paragraph{The free-electron terms.} To first order in $B$ the term $\hbar^2\kappa^2/2m_0$ adds $\hbar^2/m_0$ times the unit matrix to $\mathcal A$ and nothing to $\mathbf s$. With $\tilde m^{-1}=m^{-1}+1/m_0$ and $\tilde m_c$ the cyclotron mass \eqref{mc} of $\tilde m$, one has $\hbar\Omega=\hbar eB/\tilde m_c$ and $|\mathbf s|=\hbar eB/m_c$. If $\mu_1^{-1},\mu_2^{-1}$ are the eigenvalues of $m^{-1}$ restricted to the plane normal to $\mathbf h$, the formula for $\det A_\perp$ gives $m_c^{-2}=(\mu_1\mu_2)^{-1}$ and $\tilde m_c^{-2}=(\mu_1^{-1}+m_0^{-1})(\mu_2^{-1}+m_0^{-1})$, so
\begin{equation}
M=\frac{\tilde m_c}{m_c}=\left[(1+\mu_1/m_0)(1+\mu_2/m_0)\right]^{-1/2}.
\label{Mkin}
\end{equation}
For $\mu_{1,2}\ll m_0$ this gives $1-M\approx(\mu_1+\mu_2)/2m_0$: the deviation is set by the sum of the in-plane masses, not by $m_c=\sqrt{\mu_1\mu_2}$, and the heavier mass dominates when the two are very different. The bare Zeeman term $\frac12g_0\mu_BB\,\mathbf h\cdot\boldsymbol\sigma^{\rm true}$ is even under parity and so acts inside each doublet. Being odd under time reversal, its projection on the conduction doublet is traceless, of the form $\frac12\boldsymbol\sigma\cdot\mathbf v$, and $|\mathbf v|\le g_0\mu_BB$ because projection cannot enlarge the eigenvalues. Adding $\mathbf v$ to $\mathbf s$ changes $|\mathbf s|$ by at most $|\mathbf v|$, so with $g_0\approx2$ the shift obeys $|\delta M|\lesssim\tilde m_c/m_0$. This is a bound; the value depends on the Bloch functions.

\subsection*{Numbers}

The parameters are round model values, of the order of magnitude of a small-gap, light-mass pocket and not a fit to bismuth: $\Delta=10$ meV and principal masses $0.002$, $0.1$, $0.005\,m_0$, with the second and third axes tilted by $10^\circ$ about $x$. Then $m_{xx}=0.00200$, $m_{yy}=0.09714$, $m_{zz}=0.00786$, $m_{yz}=0.01625$ in units of $m_0$, and $\det m=0.002\times0.1\times0.005=10^{-6}\,m_0^3$. $W$ is taken symmetric, with singular values $617.25$, $87.29$ and $390.38$ meV\,nm. The constants are $\hbar e/m_0=0.11577$ meV/T and $\hbar^2/m_0=76.200$ meV\,nm$^2$, and at $B=1$ T the magnetic length is $25.656$ nm. The digits below serve the comparison of formula and diagonalization; they carry no meaning for a material.

For $\mathbf h=(1,1,1)/\sqrt3$,
\begin{align}
m_h&=\tfrac13(0.00200+0.09714+0.00786+2\times0.01625)\,m_0=0.04650\,m_0,\nonumber\\
\hbar\omega_c&=0.11577\times\sqrt{0.04650/10^{-6}}\ \text{meV}=24.96\ \text{meV},\nonumber\\
E_1&=\sqrt{100+20\times24.9632}\ \text{meV}=24.480\ \text{meV},\nonumber\\
E_2&=\sqrt{100+40\times24.9632}\ \text{meV}=33.144\ \text{meV},\nonumber
\end{align}
with $m_c=0.00464\,m_0$ and $g=431$. The numerical check diagonalizes \eqref{wolff} in the unscaled coordinates, in an oscillator basis that is isotropic and knows nothing of $W$, and finds $10.0000$, $24.4799$ (twice), $33.1441$ (twice) and $39.9724$ meV (twice). For four directions at $1$ T and $k=0$, with masses in $m_0$ and energies in meV:
\begin{center}
\begin{tabular}{ccccccc}
$\mathbf h$&$m_c$&$g$&$\hbar\omega_c$&$E_{0+}-E_{0-}$&$E_{1-}-E_{0-}$&$E_{1+}-E_{0+}$\\
$x$&0.02236&89&5.177&4.267&4.267&3.257\\
$y$&0.00321&623&36.081&18.664&18.664&10.620\\
$z$&0.01128&177&10.267&7.474&7.474&5.124\\
$111$&0.00464&431&24.963&14.480&14.480&8.664
\end{tabular}
\end{center}
The first three numerical columns come from the formulas and the last three from the diagonalization, whose seven lowest conduction levels and their valence mirrors are tested against \eqref{levels} to a relative $10^{-6}$. The cyclotron energy changes by the factor $\sqrt{0.09714/0.00200}\approx7.0$ between $x$ and $y$, and the spin splitting follows the step $E_{1-}-E_{0-}$ throughout. At $1$ T the model is far from parabolic: $r$ is $1.31$, $1.76$, $1.46$ and $1.67$, and every splitting lies below $\hbar\omega_c$. At $B=0.001$ T along $111$, $x=0.002496$ and \eqref{ratio} gives $1+0.002496-0.000009=1.002487$, the value found numerically.

The labels are tested as well. The lowest level has $\langle\beta\,\boldsymbol\sigma\cdot\hat{\mathbf b}\rangle=-1$, the first degenerate pair contains one state of each sign, and $\langle\beta\,\boldsymbol\sigma\cdot\mathbf h\rangle$ in the lowest level equals $-\hat{\mathbf b}\cdot\mathbf h$. The angle between $\hat{\mathbf b}$ and $\mathbf h$ is $0$, $7.74^\circ$, $28.26^\circ$ and $37.15^\circ$ for the four directions. These angles belong to the basis in which $W$ is symmetric and change under a pseudospin rotation. Orbit areas obtained by quadrature from the zero-field eigenvalues give $S\ell^2/2\pi=1,2,3$ at the numerically found levels for $111$, and $(\hbar^2/2\pi)\,dS/dE=0.00696\,m_0$ at $E=15$ meV, which is $1.5\,m_c$ as \eqref{area} requires.

The reduction to Wolff form is tested by a random velocity matrix that obeys only parity and time reversal, scaled to the same mass tensor and diagonalized without being reduced. For $\mathbf h\propto(1,-2,3)$, $B=10$ T and $k=0.03698$ nm$^{-1}$,
\begin{align}
m_h&=\tfrac1{14}(0.00200+4\times0.09714+9\times0.00786-12\times0.01625)\,m_0=0.0190\,m_0,\nonumber\\
E_0^2&=100+10\times76.200\times0.03698^2/0.0190\approx154.8\ \text{meV}^2,\nonumber
\end{align}
so $E_0=12.44$ meV, and with $\hbar\omega_c=159.69$ meV, $E_1=\sqrt{154.8+20\times159.69}=57.87$ meV. The diagonalization gives $12.4403$, then $57.8661$, $80.8839$ and $98.6708$ meV, each twice. The spinless four-band model, along $111$ at $0.1$ T, gives $(E^2-\Delta^2)/(2\Delta\hbar\omega_c)=0.5,\,1.5,\,2.5$, where the Wolff model has $0,1,1,2,2$.

For the remote doublet take $E_r=\mp200$ meV, $\lambda=0.2$, and $O$ a rotation by $90^\circ$ about the pseudospin axis paired with $z$. This rotation turns the transverse part of $\hat{\mathbf b}$ into a perpendicular vector, so $\cos\gamma=\hat b_z^2$. For $\mathbf h=z$, $\hat b_z^2=\cos^228.26^\circ=0.776$. For $\mathbf h=y$ the vector $\mathbf b$ lies in the $yz$ plane, since the tilt is about $x$, and $\hat b_z^2=\sin^27.74^\circ=0.018$. Equation \eqref{Mfamily} gives
\begin{align}
\text{below:}\quad M_y&=\frac{\sqrt{1.04+0.4\times0.018}}{1.2}=0.853,&M_z&=\frac{\sqrt{1.04+0.4\times0.776}}{1.2}=0.968,\nonumber\\
\text{above:}\quad M_y&=\frac{\sqrt{1.04-0.4\times0.018}}{0.8}=1.270,&M_z&=\frac{\sqrt{1.04-0.4\times0.776}}{0.8}=1.068.\nonumber
\end{align}
Diagonalization of the six-band Hamiltonian at $10^{-4}$ T gives $0.8528$, $0.9684$, $1.2703$ and $1.0678$, tested against both \eqref{Mremote} and \eqref{Mfamily} to an absolute $10^{-3}$. With $O=1$ and the band below, at $0.01$ T along $y$, it gives $M=1.000000$.

For the free kinetic term, $m^{-1}$ is diagonal in both orbit planes considered. One in-plane mass is $m_{xx}=0.002\,m_0$. The other follows from inverting the $yz$ block, whose determinant is $0.1\times0.005=0.0005$: it is $0.0005/0.09714=0.00515$ for $\mathbf h=y$ and $0.0005/0.00786=0.0636$ for $\mathbf h=z$. Equation \eqref{Mkin} gives $M_y=(1.002\times1.00515)^{-1/2}=0.9964$ and $M_z=(1.002\times1.0636)^{-1/2}=0.9687$, the values found by diagonalization at $10^{-4}$ T, where $1-M$ is tested to one per cent of itself. The bare-spin bounds are $0.0032$ and $0.0109$. Along $y$ the bound is about as large as the kinetic deficit $0.0036$, so the two free-electron terms could nearly cancel. Along $z$ the deficit $0.0313$ is about three times the bound and they cannot.

In a material, then, a nonzero $M-1$ at weak field shows that terms outside the two-doublet model are at work. The converse does not hold: a remote doublet with $O=1$ leaves $M=1$ for every allowed $\lambda$. The deviation is small when $\mu_{1,2}\ll m_0$ and the remote contributions to $\mathcal A$ in the orbit plane, added without regard to sign, are small compared with that of the near doublet along every direction in that plane, including the heavy one, where the near doublet contributes least; in the family above this means $\lambda\ll1$. The vectors $\mathbf b'$ are then small too, because $|\mathrm{cof}(W')\mathbf h|^2$ is the determinant of $W'^TW'$ restricted to that plane. A small net remote contribution is not enough: doublets above and below the conduction band can cancel in $\mathcal A$ and still change $\mathbf s$, if their pseudospin orientations differ. The small half gap at the $L$ points of bismuth, of order $10$ meV, helps to keep the remote contributions small in this relative sense, since the near doublet enters $\mathcal A$ as $W^TW/\Delta$; how small they are there depends on the remote couplings, which are not computed here. The condition $\mu_{1,2}\ll m_0$ is not well met in bismuth for every direction. The heavy principal mass of the $L$ electrons is about $0.26\,m_0$, and with it and a light mass of about $0.005\,m_0$ in the orbit plane \eqref{Mkin} gives $M=(1.26\times1.005)^{-1/2}\approx0.89$ from the free kinetic term alone ($0.86$ if $0.26\,m_0$ is read as the mass $\tilde m$ that already includes this term), against a bare-spin bound of about $0.03$. For the free kinetic term the weak point is a field that places the heavy-mass axis in or near the orbit plane: along that axis the contribution of the near doublet to $\mathcal A$ is smallest, so the isotropic free-electron contribution weighs most, as the values $M_z=0.9687$ and $M_y=0.9964$ show. For a remote doublet there is no such general rule, because the pseudospin orientation of its coupling matters as well: in the example above with the doublet below, the order is reversed, $M_z=0.968$ and $M_y=0.853$. Where several doublets contribute comparably, \eqref{Mremote} with one term per doublet replaces the equality, and $M$ has no reason to be near one or independent of direction.

\section*{Calculated quantities}
\begin{verbatim}
Delta = 10.0 meV, masses = 0.002, 0.1, 0.005 m0, tilt = 10 deg
hbar e/m0 = 0.11577 meV/T, hbar^2/m0 = 76.200 meV nm^2
B = 1.0 T, magnetic length = 25.656 nm
m_xx,m_yy,m_zz,m_yz = 0.00200,0.09714,0.00786,0.01625 m0
singular values of W = [617.25  87.29 390.38] meV nm
h=x: m_c = 0.02236 m0, m_h = 0.00200 m0, g = 89.4, hw = 5.1773 meV
  diag: hw from E^2 = 5.1773 meV, angle(b,h) = 0.00 deg
  diag levels (meV): 10.0000 14.2669 14.2669 17.5240 17.5240 20.2642 20.2642
  spin 4.2669, cyc(-) 4.2669, cyc(+) 3.2571 meV, spin/cyc(+) = 1.3101
h=y: m_c = 0.00321 m0, m_h = 0.09714 m0, g = 623.3, hw = 36.0808 meV
  diag: hw from E^2 = 36.0808 meV, angle(b,h) = 7.74 deg
  diag levels (meV): 10.0000 28.6638 28.6638 39.2840 39.2840 47.5904 47.5904
  spin 18.6638, cyc(-) 18.6638, cyc(+) 10.6201 meV, spin/cyc(+) = 1.7574
h=z: m_c = 0.01128 m0, m_h = 0.00786 m0, g = 177.4, hw = 10.2666 meV
  diag: hw from E^2 = 10.2666 meV, angle(b,h) = 28.26 deg
  diag levels (meV): 10.0000 17.4737 17.4737 22.5979 22.5979 26.7581 26.7581
  spin 7.4737, cyc(-) 7.4737, cyc(+) 5.1241 meV, spin/cyc(+) = 1.4585
h=111: m_c = 0.00464 m0, m_h = 0.04650 m0, g = 431.3, hw = 24.9632 meV
  diag: hw from E^2 = 24.9632 meV, angle(b,h) = 37.15 deg
  diag levels (meV): 10.0000 24.4799 24.4799 33.1441 33.1441 39.9724 39.9724
  spin 14.4799, cyc(-) 14.4799, cyc(+) 8.6642 meV, spin/cyc(+) = 1.6712
B = 0.001 T, 111: hw/Delta = 0.002496, spin/cyc(+) = 1.002487
111: orbit area * l^2/(2 pi) at levels = [1. 2. 3.]
111: (hbar^2/2pi) dS/dE at E = 15.0 meV: 0.00696 m0; m_c E/Delta = 0.00696 m0
generic velocity, h=(1,-2,3), B = 10.0 T, k = 0.03698 1/nm, hw = 159.6861 meV
  diag   (meV): 12.4403 57.8661 57.8661 80.8839 80.8839 98.6708 98.6708
  formula(meV): 12.4403 57.8661 57.8661 80.8839 80.8839 98.6708 98.6708
spinless model, 111, 0.1 T: (E^2-Delta^2)/(2 Delta hw) = [0.5 1.5 2.5]
remote band: lambda = 0.2, O = 90 deg about axis 3, B = 0.0001 T
  E_r = -200 meV, h=y: M diag = 0.8528, M formula = 0.8528
  E_r = -200 meV, h=z: M diag = 0.9684, M formula = 0.9684
  E_r = 200 meV, h=y: M diag = 1.2703, M formula = 1.2703
  E_r = 200 meV, h=z: M diag = 1.0678, M formula = 1.0678
  O = 1, E_r = -200 meV, h=y, 0.01 T: M diag = 1.000000
free kinetic term, h=y: M diag = 0.9964, formula = 0.9964, bare-spin bound m_c/m0 = 0.0032
free kinetic term, h=z: M diag = 0.9687, formula = 0.9687, bare-spin bound m_c/m0 = 0.0109
\end{verbatim}
